**Thinning of a uniform liquid film on a spinning wafer**

The program tests the law \(h=h_0/\sqrt{1+4\rho\omega^2h_0^2t/(3\eta)}\), where \(h\) is the film thickness, \(h_0\) its initial value, \(\rho\) the density, \(\eta\) the viscosity, \(\omega\) the angular speed and \(t\) the time. It solves the Navier–Stokes equations for a flat film, with inertia, Coriolis force and start-up, and asserts that thickness and velocity profile agree with the thin-film result to within 0.1% for the example. It also asserts that the correction scales as the square of \(\epsilon=\rho\omega h_0^2/\eta\), that a ring-by-ring volume balance keeps a uniform film uniform, and that an uneven film left by a jet evens out. Further assertions cover the fluxes driven by centrifugal force and air drag, the integrated thinning equation, and integral identities of the computed air flow. For 20 µm of water at 1000 rpm, the output shows a thickness of 7.64 µm after 1 s, or 7.45 µm with estimated air drag and evaporation. Evaporation overtakes centrifugal thinning at about 2.9 µm. For a 100 µm film at the same speed, inertia makes the film 9.3% thicker than the law predicts at the moment of predicted half thickness.

## Numerical check

```python
"""
Result under test: a uniform Newtonian film on a spinning wafer thins as
    h(t) = h0 / sqrt(1 + 4 rho omega^2 h0^2 t / (3 eta))
h0: initial thickness, rho: density, eta: viscosity, omega: angular speed.
Assumed: thin wetting film, no evaporation, no air drag, small inertia.
The inertia parameter is epsilon = rho omega h0^2 / eta.
Scaled time is tau = rho omega^2 h0^2 t / eta; scaled thickness is h/h0.
SI units are used inside the program; printed units are stated.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp, solve_bvp, simpson, cumulative_trapezoid

# Rough typical values for a water rinse of a 300 mm wafer
rho, eta, gamma = 1000.0, 1.0e-3, 0.072
rpm, h0, radius = 1000.0, 20e-6, 0.150
omega = 2 * np.pi * rpm / 60
temperature, vapour_pressure, humidity = 293.0, 2300.0, 0.45
molar_mass, diffusivity = 0.018, 25e-6
air_density, air_nu = 1.2, 15e-6
lowk_thickness, porosity, contact_angle = 200e-9, 0.25, 90.0

tau_unit = eta / (rho * omega**2 * h0**2)
epsilon = rho * omega * h0**2 / eta


def law(t, start=h0):
    return start / np.sqrt(1 + 4 * rho * omega**2 * start**2 * t / (3 * eta))


# ---- Symbolic force balance: body force a and surface shear b, per viscosity
z, depth, a, b = sp.symbols("z depth a b", positive=True)
u = sp.Function("u")
profile = sp.dsolve(sp.Eq(u(z).diff(z, 2), -a), u(z),
                    ics={u(0): 0, u(z).diff(z).subs(z, depth): b}).rhs
flux = sp.integrate(sp.expand(profile), (z, 0, depth))
assert sp.simplify(flux - a * depth**3 / 3 - b * depth**2 / 2) == 0


# ---- Navier-Stokes flow of a flat film: radial velocity r*f(z,t),
# ---- azimuthal velocity r*omega*(1+g(z,t)), by Chebyshev collocation
def full_flow(eps, taus, n=14):
    k = np.arange(n + 1)
    s = (1 - np.cos(np.pi * k / n)) / 2          # height / film thickness
    c = np.ones(n + 1)
    c[[0, -1]] = 2
    c = c * (-1.0) ** k
    D = np.outer(c, 1 / c) / (s[:, None] - s[None, :] + np.eye(n + 1))
    D = D - np.diag(D.sum(axis=1))
    D2 = D @ D
    integral = np.linalg.inv(D[1:, 1:])

    def fill(inner):                            # no slip below, no shear above
        v = np.zeros(n + 1)
        v[1:n] = inner
        v[n] = -(D[n, 1:n] @ inner) / D[n, n]
        return v

    def rhs(t, y):
        f, g, h = fill(y[:n - 1]), fill(y[n - 1:-1]), y[-1]
        w = np.zeros(n + 1)
        w[1:] = -2 * h * (integral @ f[1:])     # vertical velocity
        drift = (w - s * w[-1]) / h
        df = ((1 + g)**2 + D2 @ f / h**2) / eps**2 - f**2 - drift * (D @ f)
        dg = D2 @ g / (h * eps)**2 - 2 * f * (1 + g) - drift * (D @ g)
        return np.concatenate([df[1:n], dg[1:n], [w[-1]]])

    start = np.zeros(2 * n - 1)
    start[-1] = 1.0
    sol = solve_ivp(rhs, (0, taus[-1]), start, method="Radau",
                    t_eval=taus, rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.y[-1], s, fill(sol.y[:n - 1, -1])


t_example = 1.0
tau_example = t_example / tau_unit
thick, s_nodes, f_nodes = full_flow(epsilon, [2.25, tau_example])
inertia_half = thick[0] / 0.5 - 1
inertia_example = thick[1] * h0 / law(t_example) - 1
assert abs(inertia_half) < 1e-3 and abs(inertia_example) < 1e-3
parabola = thick[1]**2 * (s_nodes - s_nodes**2 / 2)
assert np.max(np.abs(f_nodes - parabola)) < 1e-3 * parabola.max()

deviation = []
for eps in (0.1, 0.05):
    value = full_flow(eps, [1.0])[0][0]
    deviation.append(value * np.sqrt(1 + 4 / 3) - 1)
inertia_ratio = deviation[0] / deviation[1]
assert abs(inertia_ratio - 4) < 0.1             # correction goes as epsilon^2

h0_thick = 100e-6
epsilon_thick = rho * omega * h0_thick**2 / eta
inertia_thick = full_flow(epsilon_thick, [2.25])[0][0] / 0.5 - 1
assert inertia_thick > 50 * abs(inertia_half)

# ---- Volume balance of rings, radius scaled by the wafer radius
faces = np.linspace(0, 1, 201)
centres = (faces[1:] + faces[:-1]) / 2
ring_area = (faces[1:]**2 - faces[:-1]**2) / 2


def ring_rhs(t, h):
    discharge = np.concatenate([[0.0], faces[1:]**2 * h**3 / 3])
    return -np.diff(discharge) / ring_area


def rings(initial, taus):
    sol = solve_ivp(ring_rhs, (0, taus[-1]), initial, t_eval=taus,
                    rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y


flat = rings(np.ones(200), [tau_example])[:, -1]
assert np.max(np.abs(flat * h0 / law(t_example) - 1)) < 1e-5
jet_start = np.maximum(centres, 0.2) ** (-2 / 3)
jet = rings(jet_start, [0.1 / tau_unit, tau_example])
jet_ratio = [p.max() / p.min() for p in (jet_start, jet[:, 0], jet[:, 1])]
assert abs(jet[0, 1] * h0 / law(t_example, h0 * jet_start[0]) - 1) < 1e-4
assert jet_ratio[0] > jet_ratio[1] > jet_ratio[2] and jet_ratio[2] < 1.01

# ---- Laminar air flow over a rotating disk, with vapour transport
schmidt = air_nu / diffusivity


def air_rhs(x, y):
    F, dF, G, dG, H, C, dC = y
    return np.array([dF, F**2 - G**2 + H * dF, dG, 2 * F * G + H * dG,
                     -2 * F, dC, schmidt * H * dC])


def air_bc(p, q):
    return np.array([p[0], p[2] - 1, p[4], p[5] - 1, q[0], q[2], q[5]])


x = np.linspace(0, 20, 201)
e = np.exp(-x)
guess = np.array([0.5 * x * e, 0.5 * (1 - x) * e, e, -e, -0.88 * (1 - e),
                  np.exp(-x / 2), -0.5 * np.exp(-x / 2)])
air = solve_bvp(air_rhs, air_bc, x, guess, tol=1e-6, max_nodes=20000)
assert air.success
xf = np.linspace(0, 20, 8001)
F, dF, G, dG, H, C, dC = air.sol(xf)
assert F.min() > -1e-3 and G.min() > -1e-3
assert abs(dF[0] - simpson(G**2 - 3 * F**2, x=xf)) < 1e-4
assert abs(-dG[0] - simpson(4 * F * G, x=xf)) < 1e-4
inflow = cumulative_trapezoid(H, xf, initial=0)
assert abs(-dC[0] - 1 / simpson(np.exp(schmidt * inflow), x=xf)) < 1e-4

stress_per_radius = air_density * air_nu * omega * np.sqrt(omega / air_nu) * dF[0]
transfer = diffusivity * np.sqrt(omega / air_nu) * (-dC[0])
vapour_density = vapour_pressure * molar_mass / (constants.R * temperature)
evaporation = transfer * vapour_density * (1 - humidity) / rho
spin_rate = 2 * rho * omega**2 / (3 * eta)


# ---- Thinning with the neglected losses switched on or off
def thinning(stress, loss, times):
    def rhs(t, h):
        return -spin_rate * h**3 - stress / eta * h**2 - loss

    def dry(t, h):
        return h[0]
    dry.terminal = True
    return solve_ivp(rhs, (0, times[-1]), [h0], t_eval=times, events=dry,
                     method="LSODA", rtol=1e-9, atol=1e-14)


times = np.array([0.1, 0.3, 1.0, 3.0])
ideal = thinning(0, 0, times).y[0]
assert np.max(np.abs(ideal / law(times) - 1)) < 1e-6
with_air = thinning(stress_per_radius, 0, times).y[0]
with_evap = thinning(0, evaporation, times).y[0]
with_both = thinning(stress_per_radius, evaporation, times).y[0]
assert len(with_both) == len(times)
drying = thinning(stress_per_radius, evaporation, np.array([0.0, 500.0]))
assert len(drying.t_events[0]) == 1
dry_time = drying.t_events[0][0]
crossover = (evaporation / spin_rate) ** (1 / 3)

late = np.sqrt(3 * eta / (4 * rho * omega**2 * t_example))
assert abs(law(1e4) / np.sqrt(3 * eta / (4 * rho * omega**2 * 1e4)) - 1) < 1e-4
surface_speed = rho * omega**2 * radius * h0**2 / (2 * eta)
volume = np.pi * radius**2 * (h0 - law(t_example))
rim_zone = (gamma * h0 / (rho * omega**2 * radius)) ** (1 / 3)
puddle = (2 * np.sqrt(gamma / (rho * constants.g))
          * np.sin(np.radians(contact_angle) / 2))

print("INPUTS (rough typical values)")
print(f"water density: {rho:.0f} kg/m3")
print(f"water viscosity: {eta*1e3:.2f} mPa s")
print(f"surface tension: {gamma*1e3:.0f} mN/m")
print(f"spin speed: {rpm:.0f} rpm")
print(f"angular speed: {omega:.2f} rad/s")
print(f"initial thickness: {h0*1e6:.1f} um")
print(f"wafer radius: {radius*1e3:.0f} mm")
print(f"temperature: {temperature:.0f} K")
print(f"water vapour pressure: {vapour_pressure/1e3:.2f} kPa")
print(f"relative humidity: {humidity*100:.0f} %")
print(f"vapour diffusivity: {diffusivity*1e6:.0f} mm2/s")
print(f"air density: {air_density:.1f} kg/m3")
print(f"air kinematic viscosity: {air_nu*1e6:.0f} mm2/s")
print("IDEAL LAW")
print(f"thinning time t*: {0.75*tau_unit:.4f} s")
print(f"time to half thickness: {2.25*tau_unit:.4f} s")
print(f"initial thinning rate: {spin_rate*h0**3*1e6:.2f} um/s")
print(f"thickness at 1 s: {law(t_example)*1e6:.3f} um"
      f" = {law(t_example)*1e9:.0f} nm")
print(f"late-limit formula at 1 s: {late*1e6:.3f} um")
print(f"initial surface speed at rim, outward: {surface_speed:.3f} m/s")
print(f"rim speed of wafer: {omega*radius:.2f} m/s")
print(f"volume spun off in 1 s: {volume*1e6:.3f} mL")
print("THICKNESS in um: time, ideal, air drag, evaporation, both")
for i, t in enumerate(times):
    print(f"{t:.1f} s: {law(t)*1e6:.3f}, {with_air[i]*1e6:.3f}, "
          f"{with_evap[i]*1e6:.3f}, {with_both[i]*1e6:.3f}")
print("INERTIA, CORIOLIS FORCE AND START-UP")
print(f"epsilon, 20 um film: {epsilon:.4f} (no unit)")
print(f"excess thickness at 1 s: {inertia_example*100:.4f} %")
print(f"excess at ideal half thickness: {inertia_half*100:.4f} %")
print(f"epsilon, 100 um film: {epsilon_thick:.3f} (no unit)")
print(f"its excess at ideal half thickness: {inertia_thick*100:.2f} %")
print(f"excess ratio, epsilon 0.1 to 0.05: {inertia_ratio:.3f} (no unit)")
print("UNEVEN FILM LEFT BY A JET (20 um at rim)")
print(f"max/min thickness at 0, 0.1, 1 s: {jet_ratio[0]:.3f}, "
      f"{jet_ratio[1]:.3f}, {jet_ratio[2]:.3f}")
print(f"its central thickness at 1 s: {jet[0, 1]*h0*1e6:.3f} um")
print("OTHER NEGLECTED EFFECTS")
print(f"air Reynolds number at rim: {omega*radius**2/air_nu:.3g} (no unit)")
print(f"radial air stress at rim: {stress_per_radius*radius:.3f} Pa")
print(f"evaporation rate, isothermal: {evaporation*1e6:.3f} um/s")
print(f"evaporation equals spin-off at: {crossover*1e6:.2f} um")
print(f"drying time with both losses: {dry_time:.1f} s")
print(f"capillary rim zone width: {rim_zone*1e6:.0f} um")
print(f"low-k thickness, porosity: {lowk_thickness*1e9:.0f} nm, "
      f"{porosity*100:.0f} %")
print(f"water held by filled pores: {lowk_thickness*porosity*1e9:.0f} nm")
print(f"puddle thickness at {contact_angle:.0f} deg contact angle: "
      f"{puddle*1e3:.2f} mm")
print("every check passed")
```

It prints:

```
INPUTS (rough typical values)
water density: 1000 kg/m3
water viscosity: 1.00 mPa s
surface tension: 72 mN/m
spin speed: 1000 rpm
angular speed: 104.72 rad/s
initial thickness: 20.0 um
wafer radius: 150 mm
temperature: 293 K
water vapour pressure: 2.30 kPa
relative humidity: 45 %
vapour diffusivity: 25 mm2/s
air density: 1.2 kg/m3
air kinematic viscosity: 15 mm2/s
IDEAL LAW
thinning time t*: 0.1710 s
time to half thickness: 0.5129 s
initial thinning rate: 58.49 um/s
thickness at 1 s: 7.642 um = 7642 nm
late-limit formula at 1 s: 8.270 um
initial surface speed at rim, outward: 0.329 m/s
rim speed of wafer: 15.71 m/s
volume spun off in 1 s: 0.874 mL
THICKNESS in um: time, ideal, air drag, evaporation, both
0.1 s: 15.887, 15.829, 15.873, 15.816
0.3 s: 12.050, 11.960, 12.019, 11.929
1.0 s: 7.642, 7.534, 7.558, 7.450
3.0 s: 4.644, 4.532, 4.409, 4.297
INERTIA, CORIOLIS FORCE AND START-UP
epsilon, 20 um film: 0.0419 (no unit)
excess thickness at 1 s: 0.0104 %
excess at ideal half thickness: 0.0170 %
epsilon, 100 um film: 1.047 (no unit)
its excess at ideal half thickness: 9.28 %
excess ratio, epsilon 0.1 to 0.05: 3.991 (no unit)
UNEVEN FILM LEFT BY A JET (20 um at rim)
max/min thickness at 0, 0.1, 1 s: 2.919, 1.190, 1.000
its central thickness at 1 s: 8.188 um
OTHER NEGLECTED EFFECTS
air Reynolds number at rim: 1.57e+05 (no unit)
radial air stress at rim: 0.381 Pa
evaporation rate, isothermal: 0.182 um/s
evaporation equals spin-off at: 2.92 um
drying time with both losses: 18.6 s
capillary rim zone width: 96 um
low-k thickness, porosity: 200 nm, 25 %
water held by filled pores: 50 nm
puddle thickness at 90 deg contact angle: 3.83 mm
every check passed
```
